# The van der Waals coefficient C3 of an atom near a surface: a numerical check

```python
# Result under test (non-retarded, T = 0, second order, local medium in z < 0):
#   U(z) = -C3/z^3,  C3 = (hbar/4pi) int_0^inf du alpha'(iu) r(iu),  r = (eps-1)/(eps+1),
#   alpha' = alpha/(4 pi eps0) is the polarizability volume.
# One-pole atom alpha'(iu) = alpha0' a^2/(a^2+u^2), a = w0. Drude metal
# eps(iu) = 1 + wp^2/(u(u+g)), b = ws = wp/sqrt2, g = damping rate. C3 = hbar alpha0' I/(4pi):
#   g = 0: I = pi a b/(2(a+b))
#   g > 0: I = a^2 b^2/D [g ln(a/b) + pi(b^2-a^2)/(2a) + (a^2-b^2+g^2/2) acos(g/2b)/Om],
#          D = (b^2-a^2)^2 + g^2 a^2, Om = sqrt(b^2-g^2/4).
# G_ij = field returned by the medium per unit dipole = r diag(1,1,2)/(4 pi eps0 (2z)^3).
import numpy as np, sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded, eigh
from scipy.special import j0, eval_genlaguerre, gammaln
from scipy.constants import hbar, e, m_e, epsilon_0, c, pi, physical_constants as pc

def integrate(f, cuts):
    return sum(quad(f, lo, hi, epsabs=1e-15, epsrel=1e-10, limit=400)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))
def close(x, y, tol):
    return abs(x - y) <= tol*abs(y)

# Energy shift as an integral of two response functions: random model, hbar = 1
rng = np.random.default_rng(7)
def random_system(n):
    lev = np.concatenate(([0.0], np.sort(rng.uniform(1, 3, n - 1))))
    ops = []
    for _ in range(3):
        m = rng.normal(size=(n, n)); m = 0.25*(m + m.T); m[0, 0] = 0; ops.append(m)
    return lev, ops
def response(lev, ops, u):
    v = np.array([o[0, 1:] for o in ops])
    return (v*(2*lev[1:]/(lev[1:]**2 + u*u))) @ v.T
levA, dip = random_system(4); levM, fld = random_system(5)
H0 = np.diag(np.add.outer(levA, levM).ravel())
V = -sum(np.kron(p, q) for p, q in zip(dip, fld))
curv = lambda l: (np.linalg.eigvalsh(H0 + l*V)[0] + np.linalg.eigvalsh(H0 - l*V)[0])/(2*l*l)
shift_diag = (4*curv(0.005) - curv(0.01))/3
shift_int = -integrate(lambda u: np.sum(response(levA, dip, u)*response(levM, fld, u).T),
                       [0, 2, np.inf])/(2*pi)
assert close(shift_diag, shift_int, 1e-5)

# The spectral sum G(iu) is the response to a drive growing as exp(u t)
rate, amp = 0.8, 1e-3
def driven(j, d):
    rhs = lambda t, y: -1j*(levM*y - d*np.exp(rate*t)*(fld[j] @ y))
    y0 = np.zeros(len(levM), complex); y0[0] = 1
    y = solve_ivp(rhs, [-25/rate, 0], y0, method='DOP853', rtol=1e-11, atol=1e-13).y[:, -1]
    return np.array([np.vdot(y, o @ y).real for o in fld])
G_time = np.array([(driven(j, amp) - driven(j, -amp))/(2*amp) for j in range(3)]).T
G_sum = response(levM, fld, rate)
assert np.max(abs(G_time - G_sum)) < 1e-4*np.max(abs(G_sum))

# Reflection factor: finite differences for (eps phi')' - eps k^2 phi = -delta(z-1)
def sheet_potential(eps, k, h=2.5e-3, n=10000):
    half = np.where(np.arange(-1, 2*n + 1) < n, eps, 1.0)
    lo, hi = half[:-1], half[1:]
    band = np.zeros((3, 2*n + 1))
    band[1] = -(lo + hi)/h**2 - 0.5*(lo + hi)*k*k
    band[0, 1:] = hi[:-1]/h**2; band[2, :-1] = lo[1:]/h**2
    src = np.zeros(2*n + 1); src[n + 400] = -1/h
    return solve_banded((1, 1), band, src)[n + 600]   # potential at z = 1.5
for k in (0.7, 1.5):
    for eps in (1.5, 4.0, 50.0):
        refl = sheet_potential(eps, k) - sheet_potential(1.0, k)
        assert close(refl, -(eps - 1)/(eps + 1)*np.exp(-2.5*k)/(2*k), 1e-4)

# Tensor structure: Hankel quadrature and mixed differences, z = 1, r = 1, 4 pi eps0 = 1
xg, wg = np.polynomial.legendre.leggauss(200); kk, wk = 15*(xg + 1), 15*wg
phi = lambda p, q: -np.sum(wk*j0(kk*np.hypot(p[0]-q[0], p[1]-q[1]))*np.exp(-kk*(p[2]+q[2])))
site, h, ex = np.array([0., 0., 1.]), 2e-3, np.eye(3)
G_num = np.array([[-sum(s*t*phi(site + s*h*ex[i], site + t*h*ex[j]) for s in (1, -1)
                        for t in (1, -1))/(4*h*h) for j in range(3)] for i in range(3)])
assert np.max(abs(G_num - np.diag([1, 1, 2])/8)) < 1e-5

# Algebra of the Drude factor and of the partial fractions
U_, A_, B_, G_ = sp.symbols('u a b g', positive=True)
eps_s = 1 + 2*B_**2/(U_*(U_ + G_)); Q_ = U_**2 + G_*U_ + B_**2
D_ = (B_**2 - A_**2)**2 + G_**2*A_**2
assert sp.simplify((eps_s - 1)/(eps_s + 1) - B_**2/Q_) == 0
assert sp.simplify(1/((U_**2 + A_**2)*Q_) - ((-G_*U_ + B_**2 - A_**2)/(U_**2 + A_**2)
                   + (G_*U_ + A_**2 - B_**2 + G_**2)/Q_)/D_) == 0

def r_imag(u, b, g):
    eps = 1 + 2*b*b/(u*(u + g)); return (eps - 1)/(eps + 1)
def I_quad(a, b, g):
    return integrate(lambda u: a*a/(a*a + u*u)*r_imag(u, b, g),
                     [0, min(a, b), max(a, b)*1.001, 10*max(a, b), np.inf])
def I_real(a, b, g):
    def f(w):
        eps = 1 - 2*b*b/(w*(w + 1j*g)); return ((eps - 1)/(eps + 1)).imag*a/(w + a)
    s = min(0.5*b, 20*g)
    return integrate(f, [0, b - s, b, b + s, 10*(b + g), np.inf])
def terms(a, b, g):
    x = g/(2*b)
    J = np.arccos(x)/(b*np.sqrt(1 - x*x)) if x < 1 else np.arccosh(x)/(b*np.sqrt(x*x - 1))
    return (b*b - a*a)**2 + g*g*a*a, g*np.log(a/b), pi*(b*b - a*a)/(2*a), (a*a - b*b + g*g/2)*J
def I_closed(a, b, g):
    if g == 0: return pi*a*b/(2*(a + b))
    D, t1, t2, t3 = terms(a, b, g); return a*a*b*b*(t1 + t2 + t3)/D
def dI_first(a, b, g):
    return -g*a*a*b*b/2*(np.log(b*b/(a*a))/(b*b - a*a)**2 - 1/(b*b*(b*b - a*a)))
for a in (0.1, 0.4, 1.0, 3.0):
    vals = [I_quad(a, 1.0, g) for g in (0, 0.05, 0.3, 1.5, 5.0)]
    assert all(np.diff(vals) < 0)
    for g, v in zip((0, 0.05, 0.3, 1.5, 5.0), vals):
        assert close(v, I_closed(a, 1.0, g), 1e-8)
        if g > 0: assert close(I_real(a, 1.0, g), I_closed(a, 1.0, g), 1e-7)
    if a != 1.0: assert close(I_quad(a, 1.0, 1e-4) - vals[0], dI_first(a, 1.0, 1e-4), 1e-3)
assert close(I_quad(1e-4, 1.0, 0), pi*1e-4/2, 2e-4)   # perfect-conductor limit, error a/b
assert close(I_quad(1.0, 1e-4, 0), pi*1e-4/2, 2e-4)   # slow-metal limit, error b/a

# Worked example (a): round model parameters, SI
alpha0, w0, wp, gam, z0 = 2e-29, 4e15, 1.5e16, 1e14, 2e-9
ws = wp/np.sqrt(2); pref = hbar*alpha0/(4*pi); eVnm3 = e*1e-27
C3_perf = pref*ws*integrate(lambda u: 1/(1 + (u*ws/w0)**2), [0, 1, np.inf])
C3_0, C3_g = pref*I_closed(w0, ws, 0), pref*I_closed(w0, ws, gam)
C3_q, C3_r = pref*ws*I_quad(w0/ws, 1, gam/ws), pref*ws*I_real(w0/ws, 1, gam/ws)
assert close(C3_q, C3_g, 1e-8) and close(C3_r, C3_g, 1e-7)
assert close(C3_perf, hbar*alpha0*w0/8, 1e-9)

# Electron-fluid surface modes coupled to an oscillator atom: exact zero-point shift
dens = epsilon_0*m_e*wp**2/e**2
def zero_point_shift(z):
    x, w = np.polynomial.legendre.leggauss(40); ks, wks = 5e9*(x + 1), 5e9*w
    lam = np.sqrt(4*pi*epsilon_0*alpha0)*w0            # d = lam X, X mass-weighted
    freq2, cols = [w0**2]*3, []
    for k, wt in zip(ks, wks):
        mass, stiff = dens*m_e/(2*k), dens**2*e**2/(4*epsilon_0*k)   # per unit area
        for th in (np.arange(4) + 0.5)*pi/4:           # half of the k plane
            cpl = lam*dens*e/(2*epsilon_0)*np.exp(-k*z)*np.sqrt(k*wt*(pi/4)/(4*pi**2)/mass)
            cols += [[0, 0, cpl], [-cpl*np.cos(th), -cpl*np.sin(th), 0]]
            freq2 += [stiff/mass]*2
    M = np.diag(freq2); M[3:, :3] = cols; M[:3, 3:] = np.array(cols).T
    ev = np.linalg.eigvalsh(M/ws**2)
    return 0.5*hbar*ws*np.sum(np.sqrt(ev) - np.sort(np.sqrt(np.array(freq2))/ws))
def log_shift(z):
    f = lambda u: sum(np.log1p(-ci*alpha0/(8*z**3)/(1 + (u*ws/w0)**2)*r_imag(u, 1, 0))
                      for ci in (1, 1, 2))
    return hbar*ws/(2*pi)*integrate(f, [0, 1, np.inf])
U_modes = [zero_point_shift(z) for z in (z0, 2*z0)]
dev = [U/(-C3_0/z**3) - 1 for U, z in zip(U_modes, (z0, 2*z0))]
assert close(U_modes[0], log_shift(z0), 1e-6) and close(U_modes[1], log_shift(2*z0), 1e-6)
assert 0 < dev[0] < alpha0/z0**3 and close(dev[0]/dev[1], 8, 0.02)

# Worked example (b): hydrogen p pseudo-states in a Laguerre basis, atomic units, x = 2r
def hydrogen(N):
    x, w = np.polynomial.laguerre.laggauss(60)
    nrm = np.exp(0.5*(gammaln(np.arange(N) + 1) - gammaln(np.arange(N) + 5)))[:, None]
    L = np.array([eval_genlaguerre(n, 4, x) for n in range(N)])*nrm
    dL = np.array([-eval_genlaguerre(n - 1, 5, x) if n else 0*x for n in range(N)])*nrm
    f, df = x*x*L, (2*x - x*x/2)*L + x*x*dL
    S = (f*w) @ f.T/2; H = (df*w) @ df.T + (f*(w*(2/x**2 - 1/x))) @ f.T
    en, vec = eigh(H, S)
    return en + 0.5, (vec.T @ (f @ (w*x*x/4))/np.sqrt(3))**2   # excitation, |<1s|z|n>|^2
a0, wau = pc['Bohr radius'][0], pc['Hartree energy'][0]/hbar
def C3_H(N):
    om, d2 = hydrogen(N)
    return sum(hbar/(4*pi)*2*q/o*a0**3*I_closed(o*wau, ws, gam) for o, q in zip(om, d2))
om, d2 = hydrogen(30); aH = np.sum(2*d2/om)
r2 = quad(lambda r: 4*r**4*np.exp(-2*r), 0, np.inf)[0]
assert close(om[0], 0.375, 1e-8) and close(aH, 4.5, 1e-8) and close(np.sum(2*om*d2), 1, 1e-8)
alH = lambda u: np.sum(2*om*d2/(om**2 + u*u))
cuts = [0, 0.3, 1, 10, 100, 1e3, np.inf]; unitH = hbar*wau*a0**3
C3H_perf = unitH*integrate(alH, cuts)/(4*pi)
C3H_q = unitH*integrate(lambda u: alH(u)*r_imag(u, ws/wau, gam/wau), cuts)/(4*pi)
C3H = C3_H(30)
assert close(C3H_perf, unitH*r2/12, 1e-7) and close(C3H_q, C3H, 1e-8)
assert close(C3_H(20), C3H, 1e-6)
w_d2, w_f = 2*np.sum(d2)/aH*wau, np.sqrt(np.sum(2*om*d2)/aH)*wau
one = [hbar*aH*a0**3/(4*pi)*I_closed(w, ws, gam) for w in (w_d2, w_f)]

D, t1, t2, t3 = terms(w0, ws, gam); vF = hbar*(3*pi**2*dens)**(1/3)/m_e
rows = [("random model: E2 diagonalized", shift_diag, "(model units)"),
 ("random model: E2 integral", shift_int, "(model units)"),
 ("alpha0'", alpha0, "m^3"), ("w0", w0, "rad/s"), ("wp", wp, "rad/s"), ("gamma", gam, "1/s"),
 ("z", z0, "m"), ("ws", ws, "rad/s"), ("ws/(w0+ws)", ws/(w0 + ws), ""),
 ("hbar alpha0'/(4 pi)", pref, "J s m^3"), ("Delta", D, "s^-4"),
 ("Omega", np.sqrt(ws**2 - gam**2/4), "rad/s"), ("arccos(gamma/2ws)", np.arccos(gam/(2*ws)), "rad"),
 ("term log", t1, "1/s"), ("term pi", t2, "1/s"), ("term arccos", t3, "1/s"),
 ("I undamped", I_closed(w0, ws, 0), "rad/s"), ("I damped", I_closed(w0, ws, gam), "rad/s"),
 ("delta I first order", dI_first(w0, ws, gam), "rad/s"),
 ("delta I exact", I_closed(w0, ws, gam) - I_closed(w0, ws, 0), "rad/s"),
 ("C3 perfect conductor", C3_perf, "J m^3"), ("C3 undamped", C3_0, "J m^3"),
 ("C3 undamped", C3_0/eVnm3, "eV nm^3"), ("C3 damped, closed form", C3_g, "J m^3"),
 ("C3 damped, closed form", C3_g/eVnm3, "eV nm^3"), ("C3 damped, imag-axis quad", C3_q, "J m^3"),
 ("C3 damped, real-axis quad", C3_r, "J m^3"), ("damped/undamped - 1", C3_g/C3_0 - 1, ""),
 ("U(z) damped", -C3_g/z0**3, "J"), ("U(z) damped", -C3_g/z0**3/e, "eV"),
 ("U(z) undamped, 2nd order", -C3_0/z0**3, "J"), ("U(z) undamped, normal modes", U_modes[0], "J"),
 ("higher-order rel. corr. at z", dev[0], ""), ("higher-order rel. corr. at 2z", dev[1], ""),
 ("alpha0'/z^3", alpha0/z0**3, ""), ("electron density n", dens, "m^-3"), ("v_F", vF, "m/s"),
 ("v_F/wp", vF/wp, "m"), ("c/ws", c/ws, "m"), ("c/w0", c/w0, "m"),
 ("H: alpha0'", aH*a0**3, "m^3"), ("H: <r^2>", r2*a0**2, "m^2"),
 ("H: w(1s-2p)", om[0]*wau, "rad/s"), ("H: C3 perfect conductor", C3H_perf, "J m^3"),
 ("H: C3 Drude, all poles", C3H, "J m^3"), ("H: C3 Drude, all poles", C3H/eVnm3, "eV nm^3"),
 ("H: w0 from <d^2>", w_d2, "rad/s"), ("H: C3 one pole <d^2>", one[0], "J m^3"),
 ("H: rel. error <d^2> fit", one[0]/C3H - 1, ""), ("H: w0 from f-sum", w_f, "rad/s"),
 ("H: C3 one pole f-sum", one[1], "J m^3"), ("H: rel. error f-sum fit", one[1]/C3H - 1, ""),
 ("H: c/w0 (<d^2> fit)", c/w_d2, "m")]
for name, val, unit in rows:
    print(f"{name} = {val:.6g} {unit}".rstrip())
print("tests ok")
```

Printed output:

```
random model: E2 diagonalized = -0.0214892 (model units)
random model: E2 integral = -0.0214892 (model units)
alpha0' = 2e-29 m^3
w0 = 4e+15 rad/s
wp = 1.5e+16 rad/s
gamma = 1e+14 1/s
z = 2e-09 m
ws = 1.06066e+16 rad/s
ws/(w0+ws) = 0.726151
hbar alpha0'/(4 pi) = 1.6784e-64 J s m^3
Delta = 9.31241e+63 s^-4
Omega = 1.06065e+16 rad/s
arccos(gamma/2ws) = 1.56608 rad
term log = -9.75182e+13 1/s
term pi = 3.78955e+16 1/s
term arccos = -1.42478e+16 1/s
I undamped = 4.56254e+15 rad/s
I damped = 4.55202e+15 rad/s
delta I first order = -1.05595e+13 rad/s
delta I exact = -1.05256e+13 rad/s
C3 perfect conductor = 1.05457e-48 J m^3
C3 undamped = 7.65779e-49 J m^3
C3 undamped = 0.00477961 eV nm^3
C3 damped, closed form = 7.64012e-49 J m^3
C3 damped, closed form = 0.00476859 eV nm^3
C3 damped, imag-axis quad = 7.64012e-49 J m^3
C3 damped, real-axis quad = 7.64012e-49 J m^3
damped/undamped - 1 = -0.00230696
U(z) damped = -9.55015e-23 J
U(z) damped = -0.000596073 eV
U(z) undamped, 2nd order = -9.57223e-23 J
U(z) undamped, normal modes = -9.57358e-23 J
higher-order rel. corr. at z = 0.000140529
higher-order rel. corr. at 2z = 1.75645e-05
alpha0'/z^3 = 0.0025
electron density n = 7.06968e+28 m^-3
v_F = 1.48091e+06 m/s
v_F/wp = 9.8727e-11 m
c/ws = 2.82647e-08 m
c/w0 = 7.49481e-08 m
H: alpha0' = 6.66831e-31 m^3
H: <r^2> = 8.40086e-21 m^2
H: w(1s-2p) = 1.5503e+16 rad/s
H: C3 perfect conductor = 1.61512e-49 J m^3
H: C3 Drude, all poles = 5.79574e-50 J m^3
H: C3 Drude, all poles = 0.000361742 eV nm^3
H: w0 from <d^2> = 1.83739e+16 rad/s
H: C3 one pole <d^2> = 5.89233e-50 J m^3
H: rel. error <d^2> fit = 0.0166657
H: w0 from f-sum = 1.94885e+16 rad/s
H: C3 one pole f-sum = 6.01823e-50 J m^3
H: rel. error f-sum fit = 0.0383877
H: c/w0 (<d^2> fit) = 1.63162e-08 m
tests ok
```
